# Matérn kernels with force observations and the conditioning of clustered data: verification in Python

```python
# Result under test: a Gaussian process energy with a Matern kernel of smoothness
# nu has forces of finite variance only for nu > 1, and then
#   Var F = s^2 nu / ((nu-1) l^2).
# For N data in a cluster of size h -> 0 the Gram condition number grows as h^-p,
#   p = min(2 nu, 2(N-1)) for Matern, p = 2(N-1) for the squared exponential.
# Symbols: s prior energy deviation, l length scale, rho correlation function,
# h spacing, N number of data. Lengths inside the functions are in units of l.
# Energies are divided by s and forces by their prior standard deviation.
# nu = None denotes the squared exponential (SE).
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy import constants as const

mp.mp.dps = 110


def rho(nu, r):
    r = abs(mp.mpf(r))
    if r == 0:
        return mp.mpf(1)
    if nu is None:
        return mp.exp(-r * r / 2)
    nu = mp.mpf(nu)
    z = mp.sqrt(2 * nu) * r
    return 2**(1 - nu) / mp.gamma(nu) * z**nu * mp.besselk(nu, z)


def force_variance(nu):
    return mp.mpf(1) if nu is None else mp.mpf(nu) / (mp.mpf(nu) - 1)


def derivatives(nu, d):
    """First and second derivative of rho at signed separation d."""
    d = mp.mpf(d)
    if d == 0:
        return mp.mpf(0), -force_variance(nu)
    if nu is None:
        g = mp.exp(-d * d / 2)
        return -d * g, (d * d - 1) * g
    nu = mp.mpf(nu)
    a = mp.sqrt(2 * nu)
    z = a * abs(d)
    c = 2**(1 - nu) / mp.gamma(nu)
    k1 = mp.besselk(nu - 1, z)
    k2 = mp.besselk(nu - 2, z)
    first = -mp.sign(d) * a * c * z**nu * k1
    second = -a * a * c * (z**(nu - 1) * k1 - z**nu * k2)
    return first, second


def gram(nu, shape, h, forces):
    x = [mp.mpf(h) * mp.mpf(t) for t in shape]
    n = len(x)
    A = mp.matrix(2 * n if forces else n)
    m = force_variance(nu) if forces else None
    for i in range(n):
        for j in range(n):
            d = x[i] - x[j]
            A[i, j] = rho(nu, d)
            if forces:
                d1, d2 = derivatives(nu, d)
                A[i, n + j] = d1 / mp.sqrt(m)
                A[n + j, i] = d1 / mp.sqrt(m)
                A[n + i, n + j] = -d2 / m
    return A


def extremes(A):
    values = list(mp.eigsy(A, eigvals_only=True))
    return min(values), max(values)


def condition(nu, shape, h, forces):
    low, high = extremes(gram(nu, shape, h, forces))
    return high / low


def pair_law(nu):
    """Power and coefficient of the least eigenvalue, two energies + two forces."""
    if nu is None:
        return mp.mpf(6), mp.mpf(1) / 48
    v = mp.mpf(nu)
    if v < 3:
        c = (2 * v - 1) * mp.gamma(3 - v) * (v / 2)**v
        return 2 * v, c / (2 * v * (v - 1) * mp.gamma(v))
    c = v**3 * (6 * v - 3) / (288 * (v - 1) * (v - 2)**2 * (v - 3))
    return mp.mpf(6), c


def quotient_variance(nu, h):
    return 2 * (1 - rho(nu, h)) / mp.mpf(h)**2


# Existence of the force: the energy difference quotient at vanishing spacing.
tiny = mp.mpf(10)**-40
for nu in (1.2, 1.5, 2.5, 4.0, None):
    ratio = quotient_variance(nu, tiny) / force_variance(nu)
    assert abs(ratio - 1) < 1e-10
for nu in (0.5, 0.8):
    v = mp.mpf(nu)
    C = mp.gamma(-v) / mp.gamma(v) * (v / 2)**v
    leading = -2 * C * tiny**(2 * v - 2)
    assert abs(quotient_variance(nu, tiny) / leading - 1) < 1e-10
log_step = quotient_variance(1, tiny / 10) - quotient_variance(1, tiny)
assert abs(log_step - 2 * mp.log(10)) < 1e-10

# The spectral density reproduces the kernel and the force variance in 1D and 3D.
for nu in (1.5, 2.5):
    for dim in (1, 3):
        def density(w):
            return (2 * nu + w * w)**(-(nu + dim / 2))
        norm = quad(lambda w: w**(dim - 1) * density(w), 0, np.inf)[0]
        second = quad(lambda w: w**(dim + 1) * density(w), 0, np.inf)[0]
        assert abs(second / norm / dim - float(force_variance(nu))) < 1e-6
        r = 0.7
        if dim == 1:
            val = quad(density, 0, np.inf, weight='cos', wvar=r)[0]
        else:
            val = quad(lambda w: w * density(w), 0, np.inf,
                       weight='sin', wvar=r)[0] / r
        assert abs(val / norm - float(rho(nu, r))) < 1e-5

# Force covariances against covariances of finite energy differences.
step = mp.mpf(10)**-20
for nu in (1.5, 2.5, None):
    A = gram(nu, [0, 1], 0.7, True)
    m = force_variance(nu)
    d = -mp.mpf(0.7)
    ef = (rho(nu, d + step) - rho(nu, d - step)) / (2 * step)
    ff = (2 * rho(nu, d) - rho(nu, d + 2 * step)
          - rho(nu, d - 2 * step)) / (4 * step**2)
    assert abs(A[0, 3] - ef / mp.sqrt(m)) < 1e-15
    assert abs(A[2, 3] - ff / m) < 1e-15

# Growth exponents from full diagonalization of unequally spaced clusters.
nodes = [0, 1, 2.3, 3.1]
exponents = {}
cases = [(0.5, 3, False)]
for nu in (1.5, 2.5, None):
    cases += [(nu, 2, False), (nu, 3, False), (nu, 4, False),
              (nu, 2, True), (nu, 3, True)]
for nu, n, forces in cases:
    h1, h2 = mp.mpf(10)**-6, mp.mpf(10)**-7
    k1 = condition(nu, nodes[:n], h1, forces)
    k2 = condition(nu, nodes[:n], h2, forces)
    slope = mp.log10(k2 / k1)
    N = 2 * n if forces else n
    expected = 2 * (N - 1) if nu is None else min(2 * nu, 2 * (N - 1))
    assert abs(slope - expected) < 1e-3, (nu, n, forces, slope)
    exponents[(nu, n, forces)] = float(slope)
    top = extremes(gram(nu, nodes[:n], h2, forces))[1]
    assert abs(top - n) < 1e-3

# Leading coefficients for two geometries, and the parity block that holds
# the least eigenvalue (energy difference with force sum).
h = mp.mpf(10)**-12
for nu in (1.25, 1.5, 2.0, 2.5, 4.0, None):
    low, high = extremes(gram(nu, [0, 1], h, True))
    p, c = pair_law(nu)
    assert abs(low / (c * h**p) - 1) < 1e-4, nu
    assert abs(high / low * c * h**p / 2 - 1) < 1e-4
    A = gram(nu, [0, 1], h, True)
    u = mp.matrix([-1, 1, 0, 0]) / mp.sqrt(2)
    v = mp.matrix([0, 0, 1, 1]) / mp.sqrt(2)
    uu, vv, uv = (u.T * A * u)[0], (v.T * A * v)[0], (u.T * A * v)[0]
    det, tr = uu * vv - uv**2, uu + vv
    block_low = 2 * det / (tr + mp.sqrt(tr**2 - 4 * det))
    assert abs(block_low / low - 1) < 1e-10
    energy_only = condition(nu, [0, 1], h, False)
    assert abs(energy_only * force_variance(nu) * h**2 / 4 - 1) < 1e-4

# Worked example with round model parameters.
s_ev, l_ang = 2.0, 0.5
hartree_ev = const.value('Hartree energy in eV')
bohr_ang = const.value('Bohr radius') * 1e10
names = {1.5: 'Matern 3/2', 2.5: 'Matern 5/2', None: 'SE'}
print(f"prior energy deviation s = {s_ev:.1f} eV")
print(f"length scale l = {l_ang:.1f} angstrom")
for nu, name in names.items():
    sd = s_ev / l_ang * float(mp.sqrt(force_variance(nu)))
    au = sd / hartree_ev * bohr_ang
    print(f"{name}: prior force deviation {sd:.4f} eV/angstrom"
          f" = {au:.5f} hartree/bohr")
for nu in (0.5, 1.0, 1.5):
    for gap in (1e-2, 1e-4, 1e-6):
        sd = s_ev / l_ang * float(mp.sqrt(quotient_variance(nu, gap / l_ang)))
        print(f"nu={nu}: difference-quotient deviation at h={gap:.0e}"
              f" angstrom: {sd:.4g} eV/angstrom")

for nu, name in names.items():
    k = float(condition(nu, [0, 1], 0.01 / l_ang, False))
    print(f"{name}: kappa, 2 energies, h=0.01 angstrom: {k:.4g} (no unit)")
for gap in (0.1, 0.01, 0.001):
    for nu, name in names.items():
        k = float(condition(nu, [0, 1], gap / l_ang, True))
        p, c = pair_law(nu)
        approx = float(2 / (c * mp.mpf(gap / l_ang)**p))
        print(f"{name}: kappa, 2 energies+2 forces, h={gap} angstrom:"
              f" {k:.4g}, asymptotic {approx:.4g} (no unit)")
for nu, name in names.items():
    print(f"{name}: least-eigenvalue coefficient, 2 energies+2 forces:"
          f" {float(pair_law(nu)[1]):.5f} (no unit)")

for nu, name in names.items():
    lo, hi = mp.mpf(-6), mp.mpf(0)
    for _ in range(30):
        mid = (lo + hi) / 2
        if condition(nu, [0, 1], mp.mpf(10)**mid, True) > mp.mpf(10)**12:
            lo = mid
        else:
            hi = mid
    gap = l_ang * float(mp.mpf(10)**((lo + hi) / 2))
    print(f"{name}: spacing where kappa = 1e12: {gap:.4g} angstrom")

for nu, name in names.items():
    k = float(condition(nu, [0, 1, 2], 0.01 / l_ang, True))
    print(f"{name}: kappa, 3 energies+3 forces, h=0.01 angstrom:"
          f" {k:.4g} (no unit)")
for nu, name in names.items():
    e2 = exponents[(nu, 2, True)]
    e3 = exponents[(nu, 3, True)]
    print(f"{name}: measured exponent p with forces, 2 and 3 geometries:"
          f" {e2:.3f}, {e3:.3f}")

delta = 1e-8
print(f"relative noise variance delta = {delta:.0e} (no unit), i.e. energy"
      f" noise {1000 * s_ev * np.sqrt(delta):.2f} meV")
double_error = {}
for nu, name in names.items():
    A = gram(nu, [0, 1], 0.001 / l_ang, True)
    low = extremes(A)[0]
    nlow, nhigh = extremes(A + mp.mpf(delta) * mp.eye(4))
    B = np.array([[float(A[i, j]) for j in range(4)] for i in range(4)])
    err = abs(np.linalg.eigvalsh(B)[0] / float(low) - 1)
    double_error[nu] = err
    print(f"{name}: h=0.001 angstrom: kappa with noise"
          f" {float(nhigh / nlow):.4g}; least eigenvalue {float(low):.3e},"
          f" double-precision relative error {err:.1e}")
assert double_error[1.5] < 1e-4
assert double_error[None] > 0.5

print("verified")
```

It prints:

```
prior energy deviation s = 2.0 eV
length scale l = 0.5 angstrom
Matern 3/2: prior force deviation 6.9282 eV/angstrom = 0.13473 hartree/bohr
Matern 5/2: prior force deviation 5.1640 eV/angstrom = 0.10042 hartree/bohr
SE: prior force deviation 4.0000 eV/angstrom = 0.07779 hartree/bohr
nu=0.5: difference-quotient deviation at h=1e-02 angstrom: 39.8 eV/angstrom
nu=0.5: difference-quotient deviation at h=1e-04 angstrom: 400 eV/angstrom
nu=0.5: difference-quotient deviation at h=1e-06 angstrom: 4000 eV/angstrom
nu=1.0: difference-quotient deviation at h=1e-02 angstrom: 11.57 eV/angstrom
nu=1.0: difference-quotient deviation at h=1e-04 angstrom: 16.77 eV/angstrom
nu=1.0: difference-quotient deviation at h=1e-06 angstrom: 20.7 eV/angstrom
nu=1.5: difference-quotient deviation at h=1e-02 angstrom: 6.849 eV/angstrom
nu=1.5: difference-quotient deviation at h=1e-04 angstrom: 6.927 eV/angstrom
nu=1.5: difference-quotient deviation at h=1e-06 angstrom: 6.928 eV/angstrom
Matern 3/2: kappa, 2 energies, h=0.01 angstrom: 3410 (no unit)
Matern 5/2: kappa, 2 energies, h=0.01 angstrom: 6002 (no unit)
SE: kappa, 2 energies, h=0.01 angstrom: 1e+04 (no unit)
Matern 3/2: kappa, 2 energies+2 forces, h=0.1 angstrom: 304, asymptotic 288.7 (no unit)
Matern 5/2: kappa, 2 energies+2 forces, h=0.1 angstrom: 7982, asymptotic 5031 (no unit)
SE: kappa, 2 energies+2 forces, h=0.1 angstrom: 1.5e+06, asymptotic 1.5e+06 (no unit)
Matern 3/2: kappa, 2 energies+2 forces, h=0.01 angstrom: 2.888e+05, asymptotic 2.887e+05 (no unit)
Matern 5/2: kappa, 2 energies+2 forces, h=0.01 angstrom: 5.313e+08, asymptotic 5.031e+08 (no unit)
SE: kappa, 2 energies+2 forces, h=0.01 angstrom: 1.5e+12, asymptotic 1.5e+12 (no unit)
Matern 3/2: kappa, 2 energies+2 forces, h=0.001 angstrom: 2.887e+08, asymptotic 2.887e+08 (no unit)
Matern 5/2: kappa, 2 energies+2 forces, h=0.001 angstrom: 5.059e+13, asymptotic 5.031e+13 (no unit)
SE: kappa, 2 energies+2 forces, h=0.001 angstrom: 1.5e+18, asymptotic 1.5e+18 (no unit)
Matern 3/2: least-eigenvalue coefficient, 2 energies+2 forces: 0.86603 (no unit)
Matern 5/2: least-eigenvalue coefficient, 2 energies+2 forces: 1.24226 (no unit)
SE: least-eigenvalue coefficient, 2 energies+2 forces: 0.02083 (no unit)
Matern 3/2: spacing where kappa = 1e12: 6.609e-05 angstrom
Matern 5/2: spacing where kappa = 1e12: 0.002195 angstrom
SE: spacing where kappa = 1e12: 0.0107 angstrom
Matern 3/2: kappa, 3 energies+3 forces, h=0.01 angstrom: 6.497e+05 (no unit)
Matern 5/2: kappa, 3 energies+3 forces, h=0.01 angstrom: 1.164e+09 (no unit)
SE: kappa, 3 energies+3 forces, h=0.01 angstrom: 3.957e+19 (no unit)
Matern 3/2: measured exponent p with forces, 2 and 3 geometries: 3.000, 3.000
Matern 5/2: measured exponent p with forces, 2 and 3 geometries: 5.000, 5.000
SE: measured exponent p with forces, 2 and 3 geometries: 6.000, 10.000
relative noise variance delta = 1e-08 (no unit), i.e. energy noise 0.20 meV
Matern 3/2: h=0.001 angstrom: kappa with noise 1.181e+08; least eigenvalue 6.928e-09, double-precision relative error 3.5e-09
Matern 5/2: h=0.001 angstrom: kappa with noise 2e+08; least eigenvalue 3.953e-14, double-precision relative error 5.0e-03
SE: h=0.001 angstrom: kappa with noise 2e+08; least eigenvalue 1.333e-18, double-precision relative error 4.8e+02
verified
```
